# Mean and Variance of Stochastic-Pulse Weight Updates in a Crossbar: test program

```python
"""Stochastic-pulse weight update of a resistive crossbar.

Result under test: row i fires with probability p = Cx|x|, column j with
q = Cd|d|, independently in each of N slots. Each coincidence changes the
weight by sign(x d) * step * (1 + xi), where xi has mean 0 and standard
deviation sigma. Then
    mean     = N step Cx Cd x d
    variance = N step^2 p q (1 + sigma^2 - p q).
Four passes, one for each sign quadrant of (x, d), use fresh pulse streams.
Lines fire at plus or minus half the pulse voltage and idle at zero.
Weight w = (G - G_middle) / (half the conductance window), so -1 <= w <= 1.
"""
from itertools import product
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.stats import binom

# Rough typical values for an analogue hafnium-oxide resistive cell
g_min, g_max, g_step = 10e-6, 60e-6, 0.5e-6      # siemens
pulse_v, slot_time = 1.6, 100e-9                 # volt, second
v_scale = 0.1                                    # volt, in sinh(V/v_scale)
sigma, cell_spread = 0.3, 0.2
segment_ohm, n_lines = 1.0, 16
temperature, attempt_rate = 300.0, 1e13          # kelvin, 1/s
n_slots, c_x, c_d = 10, 0.5, 0.5

g_mid = (g_min + g_max) / 2
g_half = (g_max - g_min) / 2
step = g_step / g_half
eta = n_slots * step * c_x * c_d

x = np.array([0.8, 0.4, -0.6])
d = np.array([-0.6, -1.0, 0.5])
p, q = c_x * np.abs(x), c_d * np.abs(d)
assert p.max() <= 1 and q.max() <= 1
target = np.outer(x, d)
pq = np.outer(p, q)
passes = [(sx, sd) for sx in (1, -1) for sd in (1, -1)]


def line_probabilities(sx, sd):
    """Only lines whose input has the sign served by this pass may fire."""
    return np.where(np.sign(x) == sx, p, 0), np.where(np.sign(d) == sd, q, 0)


def slot_moments(response):
    """Exact mean and covariance, in steps, of one slot in all four passes."""
    mean, cov = np.zeros(9), np.zeros((9, 9))
    for sx, sd in passes:
        row_p, col_p = line_probabilities(sx, sd)
        first, second = np.zeros(9), np.zeros((9, 9))
        for fired in product((0, 1), repeat=6):
            a, b = np.array(fired[:3]), np.array(fired[3:])
            chance = (np.prod(np.where(a == 1, row_p, 1 - row_p))
                      * np.prod(np.where(b == 1, col_p, 1 - col_p)))
            row_v = sx * sd * pulse_v / 2 * a
            col_v = -sx * sd * pulse_v / 2 * b
            change = response(row_v[:, None] - col_v[None, :]).ravel()
            first += chance * change
            second += chance * np.outer(change, change)
        mean += first
        cov += second - np.outer(first, first)
    return mean, cov


def threshold_response(v):
    return np.sign(v) * (np.abs(v) > 0.75 * pulse_v)


# Mean and all covariances from line voltages, against the formulas
slot_mean, slot_cov = slot_moments(threshold_response)
assert np.allclose(n_slots * step * slot_mean, eta * target.ravel(), atol=1e-13)
formula_cov = np.zeros((9, 9))
for i, j, k, l in product(range(3), repeat=4):
    if x[i] * x[k] < 0 or d[j] * d[l] < 0:
        continue
    if i == k and j == l:
        value = p[i] * q[j] * (1 - p[i] * q[j])
    elif i == k:
        value = p[i] * q[j] * q[l] * (1 - p[i])
    elif j == l:
        value = p[i] * p[k] * q[j] * (1 - q[j])
    else:
        value = 0.0
    formula_cov[3 * i + j, 3 * k + l] = value
assert np.allclose(slot_cov, formula_cov, atol=1e-13)

# Simulation of whole updates, including random step sizes
rng = np.random.default_rng(7)
trials = 40000
total = np.zeros((trials, 3, 3))
for sx, sd in passes:
    row_p, col_p = line_probabilities(sx, sd)
    a = rng.random((trials, n_slots, 3)) < row_p
    b = rng.random((trials, n_slots, 3)) < col_p
    both = a[:, :, :, None] & b[:, :, None, :]
    size = 1 + sigma * rng.standard_normal(both.shape)
    total += sx * sd * (both * size).sum(axis=1)
total = total.reshape(trials, 9)
full_cov = n_slots * (formula_cov + np.diag(sigma**2 * pq.ravel()))
mean_error = np.abs(total.mean(axis=0) - eta / step * target.ravel())
assert np.all(mean_error < 5 * total.std(axis=0) / np.sqrt(trials))
deviation = total - total.mean(axis=0)
products = deviation[:, :, None] * deviation[:, None, :]
cov_error = np.abs(products.mean(axis=0) - full_cov)
assert np.all(cov_error < 5 * products.std(axis=0) / np.sqrt(trials))


def exact_law(slots, prob_row, prob_col):
    """Mean, standard deviation and chance of zero, in steps, by convolution.

    The step size takes the two values 1 - sigma and 1 + sigma equally often.
    """
    joint = np.outer([1 - prob_row, prob_row], [1 - prob_col, prob_col])
    shift = round(10 * sigma)
    assert abs(shift - 10 * sigma) < 1e-12
    one = np.zeros(11 + shift)
    one[0] = 1 - joint[1, 1]
    one[10 - shift] = one[10 + shift] = joint[1, 1] / 2
    law = np.array([1.0])
    for _ in range(slots):
        law = np.convolve(law, one)
    values = np.arange(law.size) / 10
    mean = values @ law
    return mean, np.sqrt((values - mean)**2 @ law), law[0]


# The example cell: first row, first column
p0, q0, sign0 = p[0], q[0], np.sign(x[0] * d[0])
count_mean, count_sd, no_change = exact_law(n_slots, p0, q0)
update_mean, update_sd = sign0 * step * count_mean, step * count_sd
assert np.isclose(update_mean, eta * x[0] * d[0], rtol=1e-11)
assert np.isclose(count_sd**2, n_slots * p0 * q0 * (1 + sigma**2 - p0 * q0))
assert np.isclose(no_change, (1 - p0 * q0)**n_slots)
correlation = full_cov[0, 1] / np.sqrt(full_cov[0, 0] * full_cov[1, 1])

# Same mean reached with more slots, or with a smaller step
noise = []
for slots, scale, size in ((n_slots, 1, step), (4 * n_slots, 0.5, step),
                           (2 * n_slots, 1, step / 2)):
    m, s, _ = exact_law(slots, scale * p0, scale * q0)
    m, s = m * size, s * size
    assert np.isclose(m, abs(update_mean))
    assert np.isclose(s**2, size * m * (1 + sigma**2) - m**2 / slots)
    noise.append(s)
assert noise[2] < noise[0] < noise[1]

# Many equal updates
repeats = 20
many_mean, many_sd, _ = exact_law(repeats * n_slots, p0, q0)
relative_one, relative_many = count_sd / count_mean, many_sd / many_mean
assert np.isclose(relative_many, relative_one / np.sqrt(repeats))

# One random number shared by both lines destroys the product
u = (np.arange(100000) + 0.5) / 100000
shared_rate = np.mean((u < p0) & (u < q0))
assert abs(shared_rate - min(p0, q0)) < 2e-5
assert shared_rate > 2 * p0 * q0

# Half-voltage pulses: strongly nonlinear, weakly nonlinear and linear cells
for scale in (v_scale, 1.0):
    ratio = np.sinh(pulse_v / 2 / scale) / np.sinh(pulse_v / scale)
    m, _ = slot_moments(lambda v: np.sinh(v / scale) / np.sinh(pulse_v / scale))
    assert np.allclose(m, (1 - 2 * ratio) * slot_mean, atol=1e-13)
m, _ = slot_moments(lambda v: v / pulse_v)
assert np.allclose(m, 0, atol=1e-13)
half_ratio = np.sinh(pulse_v / 2 / v_scale) / np.sinh(pulse_v / v_scale)
half_count, _ = slot_moments(
    lambda v: ((np.abs(v) > 0.25 * pulse_v)
               & (np.abs(v) < 0.75 * pulse_v)).astype(float))
assert np.allclose(half_count, 2 * (p[:, None] + q[None, :] - pq).ravel())


def soft_mean(w, direction):
    """Exact mean change when steps shrink towards the bound at +1 or -1."""
    counts = np.arange(n_slots + 1)
    chances = binom.pmf(counts, n_slots, p0 * q0)
    return chances @ ((direction - w) * (1 - (1 - step)**counts))


for w in (0.0, 0.5):
    for direction in (1, -1):
        exact = soft_mean(w, direction)
        closed = (direction - w) * (1 - (1 - step * p0 * q0)**n_slots)
        strength = eta * abs(x[0] * d[0])
        assert np.isclose(exact, closed)
        assert abs(exact / (strength * (direction - w)) - 1) < 0.02

# Wire drop: nodal analysis, all lines firing, all cells at mid-window
n = n_lines
matrix, source = np.zeros((2 * n * n, 2 * n * n)), np.zeros(2 * n * n)


def connect(node_a, node_b, conductance):
    matrix[node_a, node_a] += conductance
    matrix[node_b, node_b] += conductance
    matrix[node_a, node_b] -= conductance
    matrix[node_b, node_a] -= conductance


wire = 1 / segment_ohm
for i in range(n):
    for j in range(n):
        row_node, col_node = i * n + j, n * n + i * n + j
        connect(row_node, col_node, g_mid)
        if j > 0:
            connect(row_node, row_node - 1, wire)
        else:
            matrix[row_node, row_node] += wire
            source[row_node] += wire * pulse_v / 2
        if i > 0:
            connect(col_node, col_node - n, wire)
        else:
            matrix[col_node, col_node] += wire
            source[col_node] -= wire * pulse_v / 2
node_v = np.linalg.solve(matrix, source)
far_drop = pulse_v - (node_v[n * n - 1] - node_v[2 * n * n - 1])
simple_drop = segment_ohm * g_mid * pulse_v * n * (n + 1)
# The simple sum ignores the small fall of cell current caused by the drop.
assert abs(simple_drop / far_drop - 1) < 0.05
drop_loss = 1 - np.sinh((pulse_v - far_drop) / v_scale) / np.sinh(pulse_v / v_scale)

# Temperature: barrier such that about one event occurs in one pulse
barrier = boltzmann * temperature * np.log(attempt_rate * slot_time)
warm_gain = np.exp(barrier / boltzmann * (1 / temperature - 1 / (temperature + 1))) - 1

print(f"Conductance window: {g_min*1e6:.0f} to {g_max*1e6:.0f} uS")
print(f"Mid-window conductance: {g_mid*1e6:.0f} uS")
print(f"Conductance per unit weight: {g_half*1e6:.0f} uS")
print(f"Mean conductance step: {g_step*1e6:.2f} uS")
print(f"Weight step: {step:.3f} (dimensionless)")
print(f"Relative step scatter sigma: {sigma:.2f}")
print(f"Pulse voltage: {pulse_v:.1f} V; half voltage: {pulse_v/2:.1f} V")
print(f"Slot time: {slot_time*1e9:.0f} ns; slots per pass: {n_slots}")
print(f"Time for four passes: {4*n_slots*slot_time*1e6:.1f} us")
print(f"Gains Cx, Cd: {c_x:.2f}, {c_d:.2f}")
print(f"Largest unclipped |x|, |d|: {1/c_x:.1f}, {1/c_d:.1f}")
print(f"Learning rate eta: {eta:.3f}")
print(f"Example inputs x, d: {x[0]:.1f}, {d[0]:.1f}")
print(f"Firing probabilities p, q: {p0:.2f}, {q0:.2f}")
print(f"Coincidence probability per slot: {p0*q0:.3f}")
print(f"Mean number of coincidences: {count_mean:.2f}")
print(f"Mean weight update: {update_mean:.4f}")
print(f"Variance of weight update: {update_sd**2:.3e}")
print(f"Standard deviation of weight update: {update_sd:.4f}")
print(f"Mean conductance update: {update_mean*g_half*1e6:.3f} uS")
print(f"Standard deviation, conductance: {update_sd*g_half*1e6:.3f} uS")
print(f"Chance of no change: {no_change*100:.1f} %")
print(f"Neighbour in same row: d = {d[1]:.1f}, q = {q[1]:.2f}")
print(f"Covariance with that neighbour: {step**2*full_cov[0,1]:.3e}")
print(f"Correlation with that neighbour: {correlation:.3f}")
print(f"Coincidence rate with shared random number: {shared_rate:.3f}")
print(f"Same mean, {4*n_slots} slots, p and q halved: s.d. {noise[1]:.4f}")
print(f"Same mean, {2*n_slots} slots, step halved: s.d. {noise[2]:.4f}")
print(f"Relative scatter, one update: {relative_one*100:.1f} %")
print(f"Relative scatter, {repeats} updates: {relative_many*100:.1f} %")
print(f"Mean weight change, {repeats} updates: {sign0*step*many_mean:.3f}")
print(f"Assumed fixed gain spread between cells: {cell_spread*100:.0f} %")
print(f"Voltage scale of switching: {v_scale:.2f} V")
print(f"Half-voltage response ratio r: {half_ratio:.2e}")
print(f"Loss of mean update by half pulses: {200*half_ratio:.3f} %")
print(f"Mean number of half pulses on cell: {n_slots*half_count[0]:.1f}")
print(f"Weight-dependent step, mean from w=0: {soft_mean(0.0,-1):.4f}")
print(f"Weight-dependent step, down from w=0.5: {soft_mean(0.5,-1):.4f}")
print(f"Weight-dependent step, up from w=0.5: {soft_mean(0.5,1):.4f}")
print(f"Array: {n} by {n}; wire segment: {segment_ohm:.1f} ohm")
print(f"Voltage lost at far cell, all lines firing: {far_drop*1e3:.1f} mV")
print(f"Step reduction at far cell: {drop_loss*100:.1f} %")
print(f"Temperature: {temperature:.0f} K; attempt rate: {attempt_rate:.0e} 1/s")
print(f"Effective barrier during pulse: {barrier/charge:.3f} eV")
print(f"Step increase for 1 K warming: {warm_gain*100:.1f} %")
print("finished without a failed check")
```

Output:

```
Conductance window: 10 to 60 uS
Mid-window conductance: 35 uS
Conductance per unit weight: 25 uS
Mean conductance step: 0.50 uS
Weight step: 0.020 (dimensionless)
Relative step scatter sigma: 0.30
Pulse voltage: 1.6 V; half voltage: 0.8 V
Slot time: 100 ns; slots per pass: 10
Time for four passes: 4.0 us
Gains Cx, Cd: 0.50, 0.50
Largest unclipped |x|, |d|: 2.0, 2.0
Learning rate eta: 0.050
Example inputs x, d: 0.8, -0.6
Firing probabilities p, q: 0.40, 0.30
Coincidence probability per slot: 0.120
Mean number of coincidences: 1.20
Mean weight update: -0.0240
Variance of weight update: 4.656e-04
Standard deviation of weight update: 0.0216
Mean conductance update: -0.600 uS
Standard deviation, conductance: 0.539 uS
Chance of no change: 27.9 %
Neighbour in same row: d = -1.0, q = 0.50
Covariance with that neighbour: 1.440e-04
Correlation with that neighbour: 0.250
Coincidence rate with shared random number: 0.300
Same mean, 40 slots, p and q halved: s.d. 0.0226
Same mean, 20 slots, step halved: s.d. 0.0153
Relative scatter, one update: 89.9 %
Relative scatter, 20 updates: 20.1 %
Mean weight change, 20 updates: -0.480
Assumed fixed gain spread between cells: 20 %
Voltage scale of switching: 0.10 V
Half-voltage response ratio r: 3.35e-04
Loss of mean update by half pulses: 0.067 %
Mean number of half pulses on cell: 11.6
Weight-dependent step, mean from w=0: -0.0237
Weight-dependent step, down from w=0.5: -0.0356
Weight-dependent step, up from w=0.5: 0.0119
Array: 16 by 16; wire segment: 1.0 ohm
Voltage lost at far cell, all lines firing: 15.1 mV
Step reduction at far cell: 14.0 %
Temperature: 300 K; attempt rate: 1e+13 1/s
Effective barrier during pulse: 0.357 eV
Step increase for 1 K warming: 4.7 %
finished without a failed check
```
